Elliott Spin Relaxation and Hot Spots in Polyvalent Metals

A scatterer that does not act on spin cannot flip a pure spin state. If Bloch states are taken as pure spin up or down, ordinary impurities therefore give an infinite spin lifetime. Spin-orbit coupling removes this result by mixing a little of the opposite spin into each state. A simple estimate of that mixing, (ζ/Δ)² with ζ a spin-orbit energy and Δ a typical band gap, can still fail badly: in the model metal treated below, filling the same bands with three electrons per atom instead of one raises the spin loss per collision by a factor of several tens. What is needed is a relation between the two relaxation times and a correct average of the mixing over the Fermi surface.

Hartree atomic units are used, with ħ = 1.

**1. Assumptions and the relation**

(A1) The crystal is nonmagnetic and has an inversion centre. Inversion times time reversal, called K, is antiunitary, keeps k fixed and has K² = −1, so every level is at least twofold degenerate. Fourfold levels can occur at points of high symmetry; the levels used below are taken to be doublets. Let P be the projector on the doublet at k, and τ₁, τ₂, τ₃ the Pauli matrices within it.

(A2) The disorder U is spin-independent. Its elements U_ab(k,k′) between orbital components a and b have zero mean and are uncorrelated, with equal variance v². This is an idealization in which no orbital pattern is preferred; Remark 2 compares it with a point scatterer, which does not satisfy it.

(A3) Scattering is elastic and weak enough for second-order rates. The broadening 1/τ is small compared with the gaps between doublets.

The brackets ⟨ ⟩ denote the average over the Fermi surface weighted by the density of states. In each doublet choose the two states that make σz diagonal, and let b² be the weight of down spin in the mostly-up state.

**Theorem 1.** Under A1–A3, for a principal axis z of the averaged relaxation tensor,

1/T1 = (4/τ)⟨b²(1 − b²)⟩ ≈ 4⟨b²⟩/τ,

where τ is the momentum relaxation time. The first form does not require small b²; the second does. In a cubic crystal any axis may serve as z.

**Lemma 1.** The spin operators projected on a doublet have the form PσᵢP = Σⱼ Mᵢⱼτⱼ with M real. The row M_z has length 1 − 2b², and the trace of P over orbital components is the unit matrix in spin space.

Proof. K leaves P unchanged and reverses σᵢ. The trace of a Hermitian operator is real and is unchanged by K, so Tr(Pσᵢ) = −Tr(Pσᵢ) = 0. Hence PσᵢP is Hermitian and traceless, which gives the stated form. The eigenvalues of PσzP are ±|M_z|. The upper one is the spin expectation value of the mostly-up state:

|M_z| = (1 − b²) − b² = 1 − 2b².

The orbital trace of P is a 2×2 spin matrix α + β·σ. Its coefficients are βᵢ = Tr(Pσᵢ)/2 = 0 and α = Tr(P)/2 = 1. ∎

**Proof of Theorem 1.** Write the density matrix at k as ρ_k = ½(n_k + f_k·τ), where n_k is the occupation and f_k the pseudospin. The second-order collision equation is

dρ_k/dt = 2π Σ_k′ δ(E_k − E_k′) [P_k Uρ_k′U† P_k − ½{P_k UP_k′U† P_k, ρ_k}].

For any matrix A with orbital indices b, d and spin indices s, t, assumption A2 gives the disorder average

(UAU†)_as,ct = Σ_bd U_ab A_bs,dt U*_cd → v² δ_ac Σ_b A_bs,bt.

So UAU† becomes v² times the unit matrix in orbital space and the orbital trace of A in spin space. In the loss term A = P_k′, whose orbital trace is 1 by Lemma 1. Every state then has the same loss rate

1/τ = 2πv² Σ_k′ δ(E_k′ − E_F).

In the gain term A = ρ_k′. Its spin expectation values are

Tr(ρσᵢ) = ½ Σⱼₗ fⱼMᵢₗ Tr(τⱼτₗ) = (Mf)ᵢ,

so its orbital trace is ½[n + (Mf)·σ]. Projecting σᵢ back on the doublet at k gives Σⱼ Mᵢⱼτⱼ. Comparing coefficients of 1 and τⱼ on both sides,

dn_k/dt = −(n_k − ⟨n⟩)/τ,

df_k/dt = −(f_k − M_kᵀ⟨Mf⟩)/τ.

Multiply the first equation by the band velocity and average. Since E(−k) = E(k), the average velocity is zero, the gain term drops out, and the current decays at the rate 1/τ. Thus τ is the momentum relaxation time.

The physical spin is S = ⟨Mf⟩. Multiplying the second equation by M_k and averaging gives a closed equation:

dS/dt = −(1 − ⟨MMᵀ⟩)S/τ.

The zz element of MMᵀ is |M_z|². By Lemma 1,

1 − |M_z|² = 1 − (1 − 2b²)² = 4b²(1 − b²). ∎

The quantity 4b²(1 − b²) will be called the loss; its average is the fraction of spin lost per momentum relaxation time, τ/T1.

**Remark 1: where the 4 comes from.** Consider two states whose spin expectation values lie along z with lengths s and s′. The relative probability of a collision that flips the pseudospin is

Tr[½(1 + sσz)·½(1 − s′σz)] = ½(1 − ss′) ≈ b² + b′²,

using s = 1 − 2b². Its average is 2⟨b²⟩. Each flip changes the difference between up and down populations by two, which supplies the other factor 2.

**Remark 2: what depends on the scatterer.** In a test on 60 two-wave states, the collision operator was built from explicit amplitudes. Its three slowest rates agreed with the averaged tensor 1 − MMᵀ. Their mean, divided by 4⟨b²⟩/τ, was 0.986; the missing 1.4% is the b⁴ term. For point scatterers at random positions in the cell, whose amplitudes depend on the momentum transfer alone, the corresponding ratio to the mean scattering rate was 0.64 for this set of states; the number changes with the set. Position matters greatly. K leaves an inversion centre fixed, so the two spinors of a doublet at that point are orthogonal and of equal norm. The amplitude of a point scatterer placed there is a multiple of a unitary 2×2 matrix that factors into a part for k and a part for k′. A pseudospin is then conserved, and point scatterers on equivalent inversion centres, such as lattice sites, give no spin relaxation in this order. For one kind of scatterer at low density, both rates grow in proportion to the density, so 1/T1 remains proportional to 1/τ; the numerical factor depends on the scatterer and its site, and it can vanish.

**2. The size of the mixing**

**Lemma 2.** Far from other levels, b² is of order (ζ/Δ)².

Proof. Let u be the orbital state without spin-orbit coupling, with energy E_u, and let m label the other orbitals. To first order the mostly-up state contains down-spin components with total weight

b² = Σ_m |⟨m↓|H_so|u↑⟩|²/(E_u − E_m)².

Spin-orbit coupling within the doublet cannot split it, by A1, so it causes no first-order mixing of u↑ and u↓. The matrix element of σz between the two perturbed states also has no first-order part, because each m is orthogonal to u. Making σz diagonal thus changes the states in second order and b² in fourth order. With matrix elements of size ζ and energy differences of size Δ, the sum is of order (ζ/Δ)². ∎

The energy denominator belongs to each k separately. Near a Bragg plane one denominator becomes small, and the two states involved must be treated together.

Let the plane waves k and k − G have free energies ε₁ and ε₂, with d = (ε₁ − ε₂)/2. Apart from their mean energy, the Hamiltonian in the basis of the two waves is

H = [ d , V + iw·σ ; V − iw·σ , −d ].

Here V is the lattice-potential coefficient, real when the origin is at the inversion centre, and w is the real spin-orbit vector.

**Lemma 3.** Let w = |w|, and let w⊥ be the part of w perpendicular to z. Then

4b²(1 − b²) = w⊥²/(d² + V² + w²).

Proof. Set W = √(V² + w²) and n = w/w, and write

V + iw·σ = W R, with R = cos φ + i n·σ sin φ and sin φ = w/W.

R is a spin rotation. Let E = √(d² + W²), cos 2θ = d/E and sin 2θ = W/E. For any spinor χ, the state (cos θ χ, sin θ R†χ) has energy +E, since the two rows give

d cos θ + W sin θ = E cos(2θ − θ) = E cos θ,

W cos θ − d sin θ = E sin(2θ − θ) = E sin θ.

Taking expectation values of σ in this doublet gives

M = cos²θ 1 + sin²θ O,

where O is the rotation by 2φ about n induced by R. Any such rotation obeys

O + Oᵀ = 2cos 2φ 1 + 2(1 − cos 2φ) nnᵀ.

Since cos⁴θ + sin⁴θ = 1 − 2cos²θ sin²θ,

1 − MMᵀ = 2cos²θ sin²θ (1 − cos 2φ)(1 − nnᵀ)
= sin²2θ sin²φ (1 − nnᵀ)
= (w²1 − wwᵀ)/(d² + V² + w²).

In the last line wwᵀ is formed from the vector w. The zz element is the claim. The lower doublet has cos²θ and sin²θ interchanged, which leaves the result unchanged. ∎

The gap without spin-orbit coupling is Δ = 2√(d² + V²). For w ≪ Δ the lemma becomes

b² ≈ w⊥²/[4(d² + V²)] = (w⊥/Δ)².

With w⊥ = 0.0001 and Δ = 0.01442 hartree, the diagonalized state has b² = 4.8070×10⁻⁵, against 4.8077×10⁻⁵ from this formula. At d = V = 0 with w perpendicular to z, the loss is 1 and b² = 1/2: the doublet then carries no spin along z.

**3. The hot stripe**

As k crosses a Bragg plane, d passes through zero. If V and w vary little across this narrow region, the integrated loss is

∫ dd w⊥²/(d² + V² + w²) = πw⊥²/√(V² + w²),

with the integral taken over all d. There are two regimes. For w ≪ V it is πw⊥²/V, quadratic in the spin-orbit coupling. For V ≪ w and w⊥ = w it is πw, linear in it. With w = 0.001 hartree, integration over diagonalized states gives 3.13×10⁻⁴ hartree at V = 0.01 and 3.14×10⁻³ hartree at V = 0.

**Remark 3: isolated degeneracies.** The effective V may vanish at one point of a stripe, as V = βy with y the coordinate along it. Put r² = d² + β²y² and integrate over r < R. The area element dd dy is r dr dϑ/β, with ϑ the polar angle, so

∫ dd dy w⊥²/(r² + w²) = (πw⊥²/β) ln(1 + R²/w²).

The quadratic law then acquires a logarithm. For w perpendicular to z the point has b² = 1/2, but the area around it is too small to produce a linear law.

**4. Average over the Fermi surface**

The spin-orbit operator is proportional to (∇v × p)·σ. Between plane waves q and q′ the gradient gives i(q − q′) and p gives q′, so the element is iξ(q × q′)·σ. The constant ξ contains the Fourier coefficient and is taken equal for all retained G. For q = k and q′ = k − G this gives w = −ξ k × G, of length ξGk⊥, where k⊥ is the part of k perpendicular to G.

**Theorem 2.** Consider nearly free electrons with Fermi wave number k_F and one Bragg plane, with w ≪ V ≪ k_F²/2. Set g = G/(2k_F) and η = 2V/(Gk_F). The loss averaged over the Fermi surface and over three perpendicular spin axes is L = (4/3)ξ²J, with

J = [(1 − g² + η²)/η] [atan((1 − g)/η) + atan((1 + g)/η)]
− g ln{[(1 − g)² + η²]/[(1 + g)² + η²]} − 2,

up to corrections from the distortion of the free-electron sphere.

Proof. Let k∥ be the component of k along G. The weight is

d³k δ(E − E_F) = 2π dk∥ k⊥dk⊥ δ(E − E_F).

Both free energies contain k⊥²/2, and their half-difference is

d = [k∥² − (k∥ − G)²]/4 = (G/2)(k∥ − G/2),

which does not contain k⊥. With the small dependence of w on k⊥ neglected, E is k⊥²/2 plus a function of k∥. Since k⊥dk⊥ = d(k⊥²/2), the delta function integrates to one, and the weight is uniform in k∥.

Take k⊥² = k_F² − k∥² from the free sphere. The true surface near the plane has k⊥² shifted by 2[√(d² + V²) − |d|], upward for d < 0 and downward for d > 0. This shift is odd in d while the denominator of the loss is even, so its leading effect cancels when both sides of the plane lie on the surface, that is, when 1 − g is large compared with η. Near grazing contact, with g within about η of 1, it does not cancel; for the (111) parameters of section 5 the true average at g = 1 is about 17% above the formula.

With c = k∥/k_F uniform between −1 and 1, the ingredients are

w² = ξ²G²k_F²(1 − c²), d = (Gk_F/2)(c − g), V = (Gk_F/2)η.

The mean of w⊥² over three axes is (2/3)w². Dropping w² beside V² in the denominator,

L = (2/3)·½ ∫ dc 4ξ²(1 − c²)/[(c − g)² + η²] = (4/3)ξ²J.

Put x = c − g, which runs from −1 − g to 1 − g. Then

1 − c² = (1 − g² + η²) − 2gx − (x² + η²).

Divided by x² + η² and integrated, the three parts give the arctangents, the logarithm and −2. ∎

**Corollary: contact decides.** If g² > 1 + 2V/k_F², the Fermi surface does not reach the plane; for g only slightly above 1, the lowering of the band by V still pulls the surface onto it. For small η the two arctangents add to 2η/(g² − 1), so the first term of J tends to −2 and

J → 2g ln[(g + 1)/(g − 1)] − 4.

This is finite as V → 0. If g < 1 the arctangents add to π − 2η/(1 − g²), and

J = π(1 − g²)/η − 4 + 2g ln[(1 + g)/(1 − g)] + O(η).

The leading term gives

L ≈ (2π/3) ξ²Gk_F(1 − g²)/V.

The stripe has a width proportional to V, but the loss inside it is proportional to 1/V². Their product grows as 1/V and exceeds the finite background once V is small enough, provided w ≪ V still holds. Half of the leading term comes from |d| < V, because the arctangent of 1 is half its limiting value. That strip covers only a share η of the surface.

This is how hot spots can dominate the spin relaxation of a polyvalent metal. More electrons per atom make k_F larger than some G/2, and in simple metals the gaps there are small. The valence itself is not the cause: a polyvalent metal with large gaps wherever its surface meets Bragg planes need not show the effect.

**5. One and three electrons per atom**

Take a model fcc crystal with lattice constant a = 7.6 bohr, V111 = 0.006 hartree, V200 = 0.03 hartree and ξ = 0.0005. These are round parameters, not those of a particular metal. Only the number Z of electrons per atom changes. With four atoms in the cubic cell,

k_F = (3π²·4Z/a³)^(1/3).

This gives 0.646 bohr⁻¹ for Z = 1 and 0.932 bohr⁻¹ for Z = 3. The planes lie at G/2 = 0.716 bohr⁻¹ for (111) and 0.827 bohr⁻¹ for (200). The first sphere reaches neither family; the second cuts both.

For Z = 3 and one (111) plane,

η = 2(0.006)/(1.432 × 0.932) = 0.0090 and g = 0.768.

The stripe term is 4.77×10⁻⁵ and the full formula gives 4.74×10⁻⁵. For Z = 1, where g = 1.108, the formula gives 8.60×10⁻⁷, about 55 times less. Averages over diagonalized two-wave states, with no weight assumed, are 4.72×10⁻⁵ and 8.68×10⁻⁷.

There are eight (111) planes and six (200) planes. Adding them as if independent,

Z = 1: 8(8.60×10⁻⁷) + 2.7×10⁻⁶ = 9.6×10⁻⁶,

Z = 3: 8(4.74×10⁻⁵) + 3.7×10⁻⁵ = 4.16×10⁻⁴,

where the second terms are the (200) contributions.

A diagonalization with 15 plane waves and spin treats all these planes together. It gives τ/T1 = 9.96×10⁻⁶ for Z = 1 and 4.2×10⁻⁴ for the 1660 states sampled for Z = 3. The second value is too low by a factor of about 1.7, and its closeness to the sum over independent planes is accidental. For Z = 3 the Fermi surface also meets isolated degeneracies of the kind in Remark 3, where the loss is large over a very small area. This sample contains too few such states, and the standard error printed in the output does not account for those it misses. The energy window of ±0.01 hartree used to select states is also wide compared with the spin-orbit gaps at these points. The value is therefore a scale, not a converged average. With no energy window and a mesh refined where the gap is small, the Z = 3 loss is about 7×10⁻⁴ (7.1×10⁻⁴ with 15 plane waves, 6.8×10⁻⁴ with 27), some 70 times the Z = 1 loss, which moves by less than 1%. The mean mixings ⟨b²⟩ are 2.49×10⁻⁶ and 1.06×10⁻⁴; four times each reproduces the sampled loss to the digits shown. On the converged Z = 3 surface 4⟨b²⟩ exceeds the loss by about 3%, because b² is not small near the degeneracies. The calculation leaves out Fourier coefficients beyond (200) and, for Z = 3, some weak mixing with distant bands.

For τ = 100 fs in both cases,

Z = 1: T1 = 100 fs/(9.96×10⁻⁶) = 10 ns,

Z = 3: T1 = 100 fs/(4.2×10⁻⁴) = 0.24 ns.

The second time is too long, because the sampled loss is too low; the converged loss of about 7×10⁻⁴ gives about 0.14 ns.

The concentration of the loss is as marked as its size. In the Z = 3 sample, the part of the surface with a gap below 0.05 hartree has 27% of the states and 87% of the loss. For Z = 1 no sampled state has so small a gap. Half the sampled loss comes from 4.8% of the states for Z = 3, but from about 45% for Z = 1. Resolving the isolated degeneracies concentrates the Z = 3 loss further: about 29% of the surface then has a gap below 0.05 hartree and carries about 92% of the loss, and half the loss comes from about 1.3% of the surface.

Independent stripes already predict a share close to the sampled 87%. The condition Δ < 0.05 hartree means |d| < √(0.025² − 0.006²) = 0.0243 hartree on a (111) plane. The eight stripes then cover 8 × 2(0.0243)/(1.432 × 0.932) = 29% of the surface. They hold a fraction (2/π)atan(0.0243/0.006) = 0.85 of the (111) loss, or 77% of the total. The other 23% is spread over the surface, and part of it also falls inside the stripes. If it were spread evenly, that part would be 0.29 × 23% = 7% of the total, which brings the share in the stripes to about 84%. This agreement does not show that stripes alone carry the loss, because the isolated degeneracies lie in the same small-gap part of the surface. In the converged average, more than half the loss comes from the part with a gap below 0.008 hartree, smaller than the single-plane gap of 0.012 hartree and less than 2% of the surface.

For a single (111) plane, w = 4.27×10⁻⁴ hartree at the stripe, so w/V = 0.07 and the quadratic regime applies. In the lattice, coupling to the other planes changes the gap along the stripe, so these values give only a scale there. Doubling ξ in the lattice calculation raises the loss of the sampled Z = 3 states with an effective power of 1.97. With the degeneracies resolved the power is about 1.8, since the loss saturates near them, as the logarithm in Remark 3 indicates. At the stripe centre, for a spin axis perpendicular to w,

b² = (4.27×10⁻⁴/0.012)² = 1.3×10⁻³,

about 12 times the sampled average and about 7 times the converged one.

**6. Where the result fails**

Without an inversion centre the doublets split, and spins precess between collisions; the closed equation for S no longer holds. Scatterers with their own spin-orbit coupling flip spin directly, and lattice vibrations modulate the spin-orbit term of the crystal. Both add amplitudes that A2 excludes.

The condition on the broadening is most severe at the hot spots. For τ = 100 fs, 1/τ = 2.4×10⁻⁴ hartree is 2% of the gap of 0.012 hartree at a single (111) plane, so such a stripe is resolved. Where other planes reduce the gap, the margin is smaller. At an isolated degeneracy only the spin-orbit gap 2w remains. Taking the stripe value of w above as an estimate, this is about 8×10⁻⁴ hartree, only about three times 1/τ, so the condition is marginal there. For a shorter τ or a weaker spin-orbit coupling the gap can fall below 1/τ. The two doublets must then be kept together in the collision equation, and the local b² no longer fixes the loss.

The numerical output follows.

Numbers as computed

```
Two-wave test: gap = 0.014422 hartree, w = 0.0001 hartree
  b^2 from state = 4.8070e-05, (w/gap)^2 = 4.8077e-05
  b^2 at exact orbital degeneracy = 0.5000
Collision test: slow rates x tau = [0.02405  0.029122 0.031455]
  tau/T1 divided by 4<b^2>, uncorrelated disorder = 0.9863
  same ratio (mean scattering rate), point scatterer = 0.6422
Stripe integral, w = 0.001 V = 0.0: 3.1416e-03 hartree
Stripe integral, w = 0.001 V = 0.001: 2.2214e-03 hartree
Stripe integral, w = 0.001 V = 0.01: 3.1260e-04 hartree
Lattice constant = 7.6 bohr, xi = 0.0005 atomic units
V111 = 0.006 hartree, V200 = 0.03 hartree
G111/2 = 0.7160, G200/2 = 0.8267 bohr^-1
--- 1 electron(s) per atom ---
kF (free electrons) = 0.6462 bohr^-1, g111 = 1.1080
one (111) plane, loss: formula 8.5996e-07, sampled 8.6838e-07
sum of independent planes, loss = 9.601e-06
lattice Fermi energy = 0.2031 hartree, states used = 1187
lattice loss tau/T1 = 9.960e-06, sampling error about 3.3e-08
lattice <b^2> = 2.490e-06
T1 for tau = 100 fs: 10040.5 ps
surface share with gap < 0.05 hartree = 0.000
loss share of that part = 0.000
surface fraction carrying half the loss = 0.455
--- 3 electron(s) per atom ---
kF (free electrons) = 0.9319 bohr^-1, g111 = 0.7683
one (111) plane, loss: formula 4.7437e-05, sampled 4.7192e-05
sum of independent planes, loss = 4.160e-04
lattice Fermi energy = 0.4306 hartree, states used = 1660
lattice loss tau/T1 = 4.217e-04, sampling error about 3.0e-05
lattice <b^2> = 1.055e-04
T1 for tau = 100 fs: 237.2 ps
surface share with gap < 0.05 hartree = 0.273
loss share of that part = 0.867
surface fraction carrying half the loss = 0.048
Hot-stripe term of one (111) plane, 3 electrons = 4.7720e-05
w at the (111) stripe = 4.271e-04 hartree
Broadening 1/tau = 2.42e-04 hartree
Loss ratio, 3 to 1 electrons per atom = 42.3
Power of xi in the 3-electron loss (xi doubled) = 1.970
```
